# Fine structure of helium 2 ³P with screened hydrogenic orbitals

**Question.** In the 1s2p ³P term of helium the level $J=0$ lies highest and $J=2$ lowest. The intervals are roughly $E_0-E_1\approx30$ GHz and $E_1-E_2\approx2.3$ GHz. Treat the fine structure in first order, with a fixed point nucleus of charge $Z$, electron $g=2$, and atomic units ($\alpha$ is the fine-structure constant). The $J$-dependent Breit-Pauli operators are

$$H_{\rm n}=\frac{\alpha^2Z}{2}\sum_i\frac{\mathbf l_i\cdot\mathbf s_i}{r_i^3},\qquad
H_{\rm e}=-\frac{\alpha^2}{2}\sum_{i\ne j}\frac{(\mathbf r_{ij}\times\mathbf p_i)\cdot(\mathbf s_i+2\mathbf s_j)}{r_{ij}^3},$$

$$H_{\rm ss}=\frac{\alpha^2}{r_{12}^3}\left[\mathbf s_1\cdot\mathbf s_2-3(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)\right],\qquad \mathbf r_{12}=\mathbf r_1-\mathbf r_2=r_{12}\mathbf n .$$

In $H_{\rm e}$ the term with $\mathbf s_i$ is the electronic shielding of the spin-orbit coupling, and the term with $2\mathbf s_j$ is the spin-other-orbit coupling. The contact spin-spin term is absent because a triplet spatial function vanishes at $r_{12}=0$. Use

$$\psi_k=\frac{a(1)b_k(2)-b_k(1)a(2)}{\sqrt2},\quad a=Ne^{-\kappa r},\quad b_k=r_k\,g(r),\quad g=Me^{-\beta r},$$

with $k=x,y,z$. The effective charges are $Z_s=\kappa$ and $Z_p=2\beta$.

## (a) Express the three levels through two constants.

**Answer.** The operator $\mathbf s_1-\mathbf s_2$ is odd under spin exchange, so it vanishes between triplet spin states. Each $\mathbf s_i$ therefore acts as $\mathbf S/2$, and $\mathbf s_i+2\mathbf s_j$ as $\tfrac32\mathbf S$. Since $\mathbf r_{21}=-\mathbf r_{12}$,

$$H_{\rm n}+H_{\rm e}\to\alpha^2\,\mathbf S\cdot\left[\frac Z4\sum_i\frac{\mathbf l_i}{r_i^3}-\frac34\mathbf O\right],\qquad \mathbf O=\frac{\mathbf r_{12}\times(\mathbf p_1-\mathbf p_2)}{r_{12}^3}.$$

One third of the $\mathbf O$ term is shielding and two thirds are spin-other-orbit. Within $L=1$ every vector operator is a multiple of $\mathbf L$, and $\langle\psi_j|L_i|\psi_k\rangle=-i\epsilon_{ijk}$. Call the multiples $v_n$ for $\sum_i\mathbf l_i/r_i^3$ and $v_e$ for $\mathbf O$. The vector part is then $A\,\mathbf L\cdot\mathbf S$ with

$$A=\alpha^2\left(\tfrac Z4v_n-\tfrac34v_e\right).$$

The spin-spin operator contracts a rank-2 spin tensor with a rank-2 orbital tensor. In this term each is proportional to the symmetric traceless tensor built from $\mathbf S$ or $\mathbf L$. Put $X=\mathbf L\cdot\mathbf S$. In $X^2=L_iL_jS_iS_j$ the antisymmetric parts of $L_iL_j$ and $S_iS_j$ contribute $(i/2)^2\,2X=-X/2$, so the symmetric parts give $X^2+X/2$. Removing the traces and multiplying by 3 gives

$$3X^2+\tfrac32X-L^2S^2,\qquad L^2S^2=4.$$

From $X=\tfrac12[J(J+1)-4]$, $X=-2,-1,1$ for $J=0,1,2$, and the expression equals $5,-\tfrac52,\tfrac12$. With $D$ the spin-spin energy of $J=0$,

$$E_0=-2A+D,\quad E_1=-A-\tfrac12D,\quad E_2=A+\tfrac1{10}D,$$

$$E_0-E_1=-A+\tfrac32D,\qquad E_1-E_2=-2A-\tfrac35D .$$

## (b) Find $v_n$ and the direct part of $v_e$.

**Answer.** The s electron has no orbital angular momentum, and the exchange part of a one-electron operator contains $\langle a|b_k\rangle=0$. The normalized radial density of the 2p electron is $P^2=(2\beta)^5r^4e^{-2\beta r}/24$, so

$$v_n=\langle r^{-3}\rangle_{2p}=\frac{(2\beta)^5}{24}\int_0^\infty re^{-2\beta r}dr=\frac{\beta^3}{3}\equiv R_3 .$$

In the direct part of $\mathbf O$ (electron 1 in 1s, electron 2 in 2p), the field $\mathbf r_{12}/r_{12}^3$ is a gradient in $\mathbf r_1$, so its cross product with $\mathbf p_1$ is Hermitian. That operator is also imaginary, and its average in the real function $a$ is zero. The remaining term is $\mathbf r_{21}\times\mathbf p_2/r_{12}^3$. By Gauss's law the 1s average of $\mathbf r_{21}/r_{21}^3$ is $Q(r_2)\mathbf r_2/r_2^3$, where $Q$ is the 1s charge inside $r_2$:

$$Q=1-e^{-2\kappa r}(1+2\kappa r+2\kappa^2r^2).$$

Let $\gamma=\kappa+\beta$, $p=\kappa/\gamma$ and $q=\beta/\gamma=1-p$. Then

$$\left\langle\frac Q{r^3}\right\rangle=\frac{(2\beta)^5}{24}\left[\frac1{(2\beta)^2}-\frac1{(2\gamma)^2}-\frac{4\kappa}{(2\gamma)^3}-\frac{12\kappa^2}{(2\gamma)^4}\right]=R_3\left[1-q^2(1+2p+3p^2)\right].$$

Multiplying out $(1-2p+p^2)(1+2p+3p^2)=1-4p^3+3p^4$ gives

$$\langle Q/r^3\rangle=R_3f,\qquad f=p^3(4-3p).$$

A point-like core has $p\to1$ and $f\to1$; penetration of the core makes $f<1$.

## (c) Find the exchange part of $v_e$.

**Answer.** Write $\langle a(1)b_j(2)|O_i|b_k(1)a(2)\rangle=-i\epsilon_{ijk}v_x$, so that $v_e=R_3f-v_x$. Subscripts 1 and 2 on $a$ and $g$ denote arguments. The momenta give

$$(\mathbf p_1-\mathbf p_2)r_{1k}g_1a_2=-i\left[\mathbf e_kg_1a_2+r_{1k}\left(\frac{g_1'a_2}{r_1}\mathbf r_1-\frac{g_1a_2'}{r_2}\mathbf r_2\right)\right].$$

Both $\mathbf r_{12}\times\mathbf r_1$ and $\mathbf r_{12}\times\mathbf r_2$ equal $\mathbf r_1\times\mathbf r_2$. Contract with $\epsilon_{ijk}$, using $\epsilon_{ijk}\epsilon_{ijk}=6$, $\epsilon_{ijk}r_{2j}(\mathbf r_{12}\times\mathbf e_k)_i=2\mathbf r_2\cdot\mathbf r_{12}$ and $(\mathbf r_1\times\mathbf r_2)\cdot(\mathbf r_2\times\mathbf r_1)=-|\mathbf r_1\times\mathbf r_2|^2$. With $a'=-\kappa a$, $g'=-\beta g$ and $F=ag$,

$$6v_x=\iint F_1F_2\left[\frac{2\mathbf r_2\cdot\mathbf r_{12}}{r_{12}^3}-\frac{|\mathbf r_1\times\mathbf r_2|^2}{r_{12}^3}\left(\frac\kappa{r_2}-\frac\beta{r_1}\right)\right]d^3r_1d^3r_2 .$$

Now average over directions. Gauss's law turns $\mathbf r_2\cdot\mathbf r_{12}/r_{12}^3$ into $-1/r_2$ for $r_2>r_1$ and zero otherwise. For the other factor let $\mu$ be the cosine of the angle between $\mathbf r_1$ and $\mathbf r_2$. Since $d(1/r_{12})/d\mu=r_1r_2/r_{12}^3$, integration by parts gives

$$\frac{r_1^2r_2^2}{2}\int_{-1}^1\frac{1-\mu^2}{r_{12}^3}d\mu=r_1r_2\int_{-1}^1\frac{\mu}{r_{12}}d\mu=\frac23\frac{r_<^2}{r_>},$$

where the last step takes the $\mu$ term $r_<\mu/r_>^2$ of the Legendre series of $1/r_{12}$. Symmetrizing in the two electrons replaces $\kappa/r_2-\beta/r_1$ by $\tfrac12(\kappa-\beta)(1/r_1+1/r_2)$, so

$$-v_x=\frac16\iint F_1F_2\left[\frac1{r_>}+\frac{\kappa-\beta}3\left(\frac{r_<}{r_>}+\frac{r_<^2}{r_>^2}\right)\right]d^3r_1d^3r_2 .$$

Normalization gives $N^2=\kappa^3/\pi$ and $M^2=\beta^5/\pi$, so the prefactor is $(4\pi)^2N^2M^2=16\kappa^3\beta^5$. In units of $1/\gamma$, with inner radius $s$, the three radial integrals are

$$2\int_0^\infty s^2(1+s)e^{-2s}ds=\tfrac54,\quad 2\int_0^\infty s^3(1+s)e^{-2s}ds=\tfrac94,\quad 2\int_0^\infty s^4e^{-2s}ds=\tfrac32 .$$

The first carries $\gamma^{-5}$, the other two $\gamma^{-6}$. Hence

$$-v_x=\frac{8\kappa^3\beta^5}{3\gamma^5}\cdot\frac54\left[1+\frac{\kappa-\beta}\gamma\right]=\frac{20}3\frac{\kappa^4\beta^5}{\gamma^6}=R_3x,\qquad x=20p^4(1-p)^2 .$$

Exchange adds to the direct term: $v_e=R_3(f+x)$.

## (d) Find $D$.

**Answer.** In the triplet $\mathbf s_1\cdot\mathbf s_2=\tfrac14$ and $S_n^2=\tfrac12+2s_{1n}s_{2n}$, so the bracket in $H_{\rm ss}$ is $1-\tfrac32S_n^2$. In Cartesian triplet spin states $\chi_k$, $(S_n^2)_{kl}=\delta_{kl}-n_kn_l$. The $J=0$ state is $\sum_k\psi_k\chi_k/\sqrt3$, and therefore

$$D=\frac{\alpha^2}6\sum_{kl}\langle\psi_k|t_{kl}|\psi_l\rangle,\qquad t_{kl}=\frac{3n_kn_l-\delta_{kl}}{r_{12}^3}=\partial_k\partial_l\frac1{r_{12}}+\frac{4\pi}3\delta_{kl}\delta^3(\mathbf r_{12}).$$

The derivatives act on $\mathbf r_2$, and angles around $r_{12}=0$ are integrated first.

*Direct part.* The potential $\Phi$ of the 1s density $a^2$ obeys $\Phi'=-Q/r^2$ and $Q'=4\pi r^2a^2$. Contraction with $r_kr_l$ gives $r^2\Phi''=2Q/r-4\pi r^2a^2$, and the delta term adds $\tfrac{4\pi}3r^2a^2$. Since $g^2d^3r$ corresponds to $3P^2dr/r^2$,

$$\frac16\int g^2\left[\frac{2Q}r-\frac{8\pi}3r^2a^2\right]d^3r=R_3f-C,\qquad C=\frac{4\pi}9\int r^2F^2d^3r .$$

*Exchange part.* The source $F_1r_{1l}$ produces the potential $r_lh(r)$ with

$$h=\frac{4\pi}3\left[\frac G{r^3}+\int_r^\infty Fs\,ds\right],\quad G=\int_0^rFs^4ds,\quad h'=-\frac{4\pi G}{r^4}.$$

Then $r_k\partial_k\partial_l(r_lh)=r(4h'+rh'')$. With $h''=16\pi G/r^5-4\pi F$ the $G$ terms cancel and $-4\pi r^2F$ remains. The delta term changes this to $-\tfrac{8\pi}3r^2F$, so the exchange integral is $-C$. Subtracting it from the direct part removes the overlap density:

$$D=\alpha^2R_3f,\qquad A=\alpha^2R_3\left[\frac Z4-\frac34(f+x)\right].$$

## (e) Obtain the energy that fixes the effective charges.

**Answer.** The one-electron terms are $\kappa^2/2-Z\kappa$ for 1s and $\beta^2/2-Z\beta/2$ for 2p. The 1s cloud has the potential $1/r-e^{-2\kappa r}(\kappa+1/r)$, whose average over $P^2$ is the Coulomb integral

$$J_C=\frac\beta2-q^5\kappa-\frac{q^4\beta}2 .$$

In the exchange integral, averaging over $k$ and over angles turns $r_{1k}r_{2k}/r_{12}$ into $r_<^2/(9r_>)$, so

$$K=\frac{16\kappa^3\beta^5}{9\gamma^7}\,2\int_0^\infty s^4(1+s)e^{-2s}ds=\frac{16\kappa^3\beta^5}{9\gamma^7}\cdot\frac{21}4=\frac{28}3\frac{\kappa^3\beta^5}{\gamma^7}.$$

The triplet energy to be minimized is

$$E=\frac{\kappa^2}2-Z\kappa+\frac{\beta^2}2-\frac{Z\beta}2+J_C-K .$$

## (f) Evaluate the intervals for helium.

**Answer.** The unit is $\alpha^2E_{\rm h}/h=350.377$ GHz. The minimum lies at $Z_s=1.991$, $Z_p=1.089$, with $R_3=0.053833\,a_0^{-3}$, $f=0.7961$ and $x=0.3507$. In GHz:

- nuclear spin-orbit: $350.377\times0.053833\times\tfrac24=9.431$
- shielding: $-350.377\times0.053833\times1.1468/4=-5.408$
- spin-other-orbit: twice the shielding, $-10.816$
- sum: $A=-6.793$
- spin-spin: $D=15.017$

$$E_0-E_1=6.793+22.525\approx29.3\ \text{GHz},\qquad E_1-E_2=13.585-9.010\approx4.6\ \text{GHz}.$$

The fixed charges 2 and 1 give 23.2 and 3.3 GHz. The large interval is sensitive to $Z_p$ because $R_3\propto Z_p^3$. Both choices give the observed order. The variational charges nearly reproduce the large interval, but their small interval is about twice the stated 2.3 GHz.

## (g) Explain the inversion, and say when it is lost.

**Answer.** Nuclear spin-orbit coupling alone has $A>0$ and puts $J=0$ lowest. Spin-spin coupling alone gives $D,-D/2,D/10$: it lifts $J=0$ far above the others but leaves $J=1$ lowest. For $J=2$ to be lowest, $E_1-E_2>0$ requires $A<-\tfrac3{10}D$, which in this model reads

$$Z<1.8f+3x .$$

This also ensures $E_0>E_1$, since then $A<0<D$. For the variational orbitals the right side is $1.433+1.052=2.485$, so the condition holds for $Z=2$.

Spin-other-orbit coupling is needed: without it $A=+4.023$ GHz. So is the exchange part of $v_e$: with $x=0$ and the same orbitals, $E_1-E_2=-5.3$ GHz. A point-like core without exchange ($f=1$, $x=0$) gives $-1.9$ GHz. In both limits $J=0$ is still highest, but $J=1$ is lowest.

For large $Z$ take $\kappa=Z$ and $2\beta=Z-1$. Then $p\to\tfrac23$, and $f$ and $x$ tend to constants, while the nuclear part $Z/4$ of the bracket in $A$ keeps growing. The condition $Z<1.8f+3x$ fails already at $Z=3$, where the right side is 2.52, so $J=1$ becomes lowest while $J=0$ stays highest. The normal order $E_0<E_1<E_2$ needs $A>\tfrac32D$, that is $Z>9f+3x$. With these charges this first holds at $Z=8$; a correlated function reaches it at $Z=7$. First-order theory within one $LS$ term fails when the fine-structure coupling is no longer small compared with the distance to other terms, in particular to 1s2p ¹P.

## (h) Locate the error in the small interval.

A variational function of 608 Gaussians, 500 of them with an explicit factor $e^{-cr_{12}^2}$, with energy $-2.13314$ hartree against $-2.13069$ for the product function, gives $v_n=0.069296$, $v_e=0.068655$ and $D/\alpha^2=0.045050$, all in $a_0^{-3}$. Use these averages in the same operators.

**Answer.** The general formulas of part (a) do not require a product function. In GHz,

$$A=12.140-6.014-12.028\approx-5.90,\qquad D\approx15.78,$$

$$E_0-E_1\approx29.58,\qquad E_1-E_2\approx2.33 .$$

Going from 358 to 608 functions changes each interval by less than 0.01 GHz, but this understates the basis error, because Gaussians lack the cusps to which $r^{-3}$ averages are sensitive. A Hylleraas-type function of 165 terms with the lower energy $-2.133164$ hartree gives 29.56 and 2.32 GHz. The intervals above, and the shifts below, are therefore uncertain by about 0.02 GHz, and the three averages in their fourth significant figure. The same operators thus account for both stated intervals at their quoted precision, and the main error in (f) comes from the product function.

Relative to the product values, $v_n$ rises by 29%, $v_e$ by 11% and the spin-spin average by 5%. The nuclear term raises $A$ by 2.71 GHz and the electronic terms lower it by 1.82 GHz, so $A$ rises by 0.89 GHz while $D$ rises by 0.77 GHz. The effects on the intervals are

$$\Delta(E_0-E_1)=-0.89+1.15\approx+0.26,\qquad \Delta(E_1-E_2)=-1.78-0.46\approx-2.24 .$$

The changes partly cancel in the large interval and add in the small one. The good value 29.3 GHz in (f) therefore owes something to compensating errors. The comparison does not show how much of the change in $v_n$ comes from the fixed exponential shape of the orbitals and how much from correlation.

The calculation still omits the anomalous magnetic moment, nuclear recoil, singlet-triplet mixing and higher relativistic orders, so its last digits should not be read as a prediction of measured intervals. The numerical output lists the separate contributions for each wave function.

## Computed results

```
a^2 Hartree/h = 350.3771 GHz
largest relative error of closed formulas = 1.0e-04
-- product function, charges 2 and 1
Z_s = 2.0000, Z_p = 1.0000, p = 0.8000
energy = -2.12986 hartree
R3 = 0.041667 a0^-3
f = 0.8192, x = 0.3277
A nuclear spin-orbit = 7.300 GHz
A shielding = -4.186 GHz
A spin-other-orbit = -8.372 GHz
A total = -5.258 GHz, D = 11.960 GHz
E0-E1 = 23.197 GHz, E1-E2 = 3.340 GHz
-- product function, variational charges
Z_s = 1.9912, Z_p = 1.0891, p = 0.7852
energy = -2.13069 hartree
R3 = 0.053833 a0^-3
f = 0.7961, x = 0.3507
A nuclear spin-orbit = 9.431 GHz
A shielding = -5.408 GHz
A spin-other-orbit = -10.816 GHz
A total = -6.793 GHz, D = 15.017 GHz
E0-E1 = 29.318 GHz, E1-E2 = 4.575 GHz
-- levels, variational charges
E0, E1, E2 = 28.602, -0.716, -5.291 GHz
E1-E2: -2A = 13.585 GHz, -3D/5 = -9.010 GHz
E0-E1: -A = 6.793 GHz, 3D/2 = 22.525 GHz
-- limits, same 2p orbital
point core, no exchange: E0-E1 = 33.008 GHz, E1-E2 = -1.886 GHz
x set to zero: E0-E1 = 24.356 GHz, E1-E2 = -5.347 GHz
A without spin-other-orbit = 4.023 GHz
-- correlated function
basis sizes = 358 and 608
energies = -2.133137 and -2.133138 hartree
virial ratio -V/T = 2.000036
nuc = 0.069296, ee = 0.068655, ss = 0.045050 a0^-3
product function: nuc = 0.053833, ee = 0.061738, ss = 0.042858 a0^-3
A nuclear spin-orbit = 12.140 GHz
A shielding = -6.014 GHz
A spin-other-orbit = -12.028 GHz
A total = -5.901 GHz, D = 15.784 GHz
smaller basis: E0-E1 = 29.584 GHz, E1-E2 = 2.339 GHz
larger basis: E0-E1 = 29.578 GHz, E1-E2 = 2.332 GHz
```
